# Classical harmonic coexistence of two hafnia polymorphs

## A zero-point difference that nearly disappears

Two model polymorphs of an MX\(_2\) crystal differ in static energy by 100 meV per formula unit. Their zero-point energies differ by \(-8.3\) meV, which lowers the gap at absolute zero to 91.7 meV. One might expect the temperature at which the two phases balance to fall by the same 8.3%. In a classical estimate that balance lies at 1645 K, and reducing the gap by 8.3% would move it to 1509 K. The full quantum harmonic calculation gives 1642 K, a shift of less than 4 K. Where did the zero-point energy go?

The answer requires the classical coexistence temperature itself and the condition under which it holds. The numbers here are round model parameters, not data for a particular material.

Call the phase with the lower static energy A and the other B. All differences are B minus A, so \(\Delta E=E_B-E_A>0\). Static energy means the potential energy with every nucleus at rest at its equilibrium site. Each crystal has its own relaxed, zero-pressure cell, which is then held fixed. Thermal expansion, anharmonicity, electronic entropy and defects are left out. At zero pressure the Gibbs and Helmholtz energies coincide, so two bulk phases coexist when their Helmholtz energies \(F\) per formula unit are equal. A fixed cell stays at zero pressure on heating only if the frequencies do not depend on volume, and the model assumes this.

## First case: one oscillator in each phase

Let each phase have a single vibrational coordinate \(x\), with mass \(m\), force constant \(\kappa\) and static energy \(E\). The classical partition function is

\[
Z=\frac{e^{-E/kT}}{h}\int dp\,e^{-p^2/2mkT}\int dx\,e^{-\kappa x^2/2kT}.
\]

Both integrals are Gaussian, and \(\int e^{-ay^2}dy=\sqrt{\pi/a}\) gives

\[
Z=\frac{e^{-E/kT}}{h}\sqrt{2\pi mkT}\sqrt{\frac{2\pi kT}{\kappa}}
=e^{-E/kT}\,\frac{2\pi kT}{h}\sqrt{\frac{m}{\kappa}}.
\]

The frequency is \(\nu=(1/2\pi)\sqrt{\kappa/m}\), so the last factors combine to \(kT/h\nu\). From \(F=-kT\ln Z\),

\[
F=E+kT\ln\frac{h\nu}{kT}.
\]

Subtracting A from B removes \(h\) and the temperature inside the logarithm:

\[
\Delta F=\Delta E+kT\ln\frac{\nu_B}{\nu_A}
=\Delta E-kT\ln\frac{\nu_A}{\nu_B}.
\]

Setting this to zero gives \(T_0=\Delta E/[k\ln(\nu_A/\nu_B)]\). The softer well lets the particle explore a wider range of positions at the same temperature, and this extra room pays for the higher static energy.

**Limit.** As \(\nu_B\) approaches \(\nu_A\) from below, the logarithm tends to zero and \(T_0\) grows without bound. If B is the stiffer phase, the logarithm is negative and no positive temperature solves the equation.

## Many coupled atoms

For a crystal, let \(u_i\) be the Cartesian displacements and \(m_i\) the mass belonging to coordinate \(i\). At a minimum the linear terms vanish, and the harmonic potential is

\[
V=E_{\rm crystal}+\tfrac12\sum_{ij}\Phi_{ij}u_iu_j .
\]

Introduce \(w_i=\sqrt{m_i}\,u_i\) and \(\pi_i=p_i/\sqrt{m_i}\). The mass factors cancel in \(du_i\,dp_i=dw_i\,d\pi_i\), so the phase-space volume is unchanged. The energy above the minimum becomes

\[
\tfrac12\sum_i\pi_i^2+\tfrac12\sum_{ij}D_{ij}w_iw_j,
\qquad D_{ij}=\frac{\Phi_{ij}}{\sqrt{m_im_j}} .
\]

The matrix \(D\) is real and symmetric. An orthogonal rotation of the \(w_i\), and the same rotation of the \(\pi_i\), diagonalizes it with unit Jacobian. Its eigenvalues are \(\omega_s^2=(2\pi\nu_s)^2\). The integral is then a product of one-oscillator integrals, each equal to \(kT/h\nu_s\). This factorization was tested for two coupled particles of unequal mass by direct integration over phase space.

Take periodic boundary conditions, which remove surfaces and rigid rotations. Three modes are then rigid translations with zero frequency. For total mass \(M\) and periodic volume \(V_c\), they contribute \(V_c(2\pi MkT)^{3/2}/h^3\) to \(Z\). With \(N\) formula units, both \(M\) and \(V_c\) are proportional to \(N\). The logarithm grows as \(\ln N\), and its share per formula unit vanishes for a large crystal.

An MX\(_2\) unit has three atoms and hence nine modes, in either structure. Define

\[
L=\lim_{N\to\infty}\frac1N
\left[\sum_s{}'\ln\nu_{A,s}-\sum_s{}'\ln\nu_{B,s}\right],
\]

where the prime omits translations and both crystals contain \(N\) units. The numbers of terms are equal, so \(h\) and \(kT\) cancel as before:

\[
\Delta F=\Delta E-kTL,\qquad
\boxed{T_0=\frac{\Delta E}{kL}},\qquad L>0 .
\]

In words, \(L\) is a sum of logarithms of frequency ratios, low-energy phase over high-energy phase, for the same amount of matter as \(\Delta E\). Modes need not be matched by their shape, because \(L\) depends on the two sums separately.

If a primitive cell holds \(z\) units, it has \(9z\) branches and the crystal has \(N/z\) wavevectors. One therefore averages the sum over branches across the Brillouin zone and divides by \(z\). Equal mode counts matter: changing the frequency unit multiplies each numerical frequency by some \(c\), and the resulting terms in \(\ln c\) cancel if the counts agree.

## Nine bands and a number

In the worked example each band is flat, meaning that its frequency is the same at every wavevector. The average over the zone then reduces to nine terms. Real acoustic branches go to zero at long wavelength. A flat band makes the same contribution to \(L\) as such a branch if its frequency is the geometric mean of the branch over the zone, because \(L\) averages logarithms; the arithmetic mean would in general give a different \(L\). The equivalence holds for \(L\) only: the zero-point energy depends on the arithmetic mean of a branch, and the quantum correction found below on its mean square.

| Mode | \(\nu_A\) (THz) | \(\nu_B\) (THz) | \(\ln(\nu_A/\nu_B)\) |
|---:|---:|---:|---:|
| 1 | 4 | 3 | 0.288 |
| 2 | 5 | 4.5 | 0.105 |
| 3 | 6 | 5.5 | 0.087 |
| 4 | 8 | 7.5 | 0.065 |
| 5 | 10 | 9.5 | 0.051 |
| 6 | 12 | 11 | 0.087 |
| 7 | 15 | 14 | 0.069 |
| 8 | 18 | 18 | 0.000 |
| 9 | 21 | 22 | −0.047 |

The last column adds to \(L=0.705\). With \(\Delta E/k=1160.45\) K,

\[
T_0=\frac{1160.45\ \text{K}}{0.70537}=1645\ \text{K},
\]

or 1372 °C. Mode 1 supplies \(0.288/0.705\), about 41% of the sum. Modes 1 and 6 both drop by 1 THz, but mode 6 contributes less than a third as much, since the logarithm measures relative softening. Mode 9 hardens and works against the transition. B need not be softer in every mode; the sum decides.

**Reversed case.** Exchange the two spectra but keep \(\Delta E=100\) meV. Then \(L=-0.705\), and \(\Delta F=\Delta E+0.705\,kT\) rises with temperature. The quantum harmonic free energies were also tested for this case on a grid from 20 to 5000 K, and \(\Delta F\) stayed positive.

## Which phase is stable, and what heat is absorbed

Differentiating \(\Delta F=\Delta E-kTL\) gives the entropy difference

\[
\Delta S=-\frac{d\Delta F}{dT}=kL=0.0608\ \text{meV/K}
\]

per formula unit. For \(L>0\), \(\Delta F\) falls with temperature: A has the lower free energy below \(T_0\), and B above it. In the example \(\Delta F\) is \(+8.8\) meV at 1500 K and \(-21.6\) meV at 2000 K.

The internal-energy difference is

\[
\Delta U=\Delta F+T\Delta S=(\Delta E-kTL)+kTL=\Delta E .
\]

Equipartition explains this result. Each classical mode has mean energy \(kT\) whatever its frequency, so the vibrational energies of the two phases are equal. The latent heat at zero pressure is therefore 100 meV per formula unit, the static difference itself. Softening changes the entropy without changing the mean vibrational energy.

These statements compare A with B alone. A third polymorph may have a lower free energy than both at \(T_0\), in which case the crossing is between two metastable phases. Nor does the equality say how fast one converts into the other.

## Removing the masses

The frequencies depend on the masses, but \(L\) does not. For a matrix \(D\) without zero eigenvalues,

\[
\det D=\frac{\det\Phi}{\prod_i m_i},
\]

because each row and each column \(i\) of \(\Phi\) is divided by \(\sqrt{m_i}\). Since \(\det D=\prod_s\omega_s^2\),

\[
\sum_s\ln\omega_s=\tfrac12\ln\det\Phi-\tfrac12\sum_i\ln m_i .
\]

Both phases contain the same atoms, so the mass terms cancel in the difference. The argument applies at each nonzero wavevector; the remaining modes at zero wavevector have no weight per unit in a large crystal.

A chain allows this to be followed to the end. Take one polarization, so that an MX\(_2\) unit has three modes, and join neighbouring atoms by springs \(\kappa_1,\ldots,\kappa_n\) in a cell of \(n\) atoms. For Bloch phase \(\theta\) from one cell to the next, the spring extensions are

\[
e_j=u_{j+1}-u_j\quad(j<n),\qquad e_n=e^{i\theta}u_1-u_n .
\]

Write \(e=Bu\). The energy is \(\frac12\sum_j\kappa_j|e_j|^2\), so \(\Phi(\theta)=B^\dagger KB\) with \(K\) the diagonal matrix of springs. Two terms survive in \(\det B\): the diagonal product \((-1)^n\), and the cyclic product \(e^{i\theta}\) with permutation sign \((-1)^{n-1}\). Thus

\[
\det B=(-1)^n(1-e^{i\theta}),\qquad
\det\Phi(\theta)=\Big(\prod_j\kappa_j\Big)(2-2\cos\theta).
\]

For \(N_c\) cells in a ring, \(\theta_j=2\pi j/N_c\). The identity \((y^{N_c}-1)/(y-1)=\prod_{j=1}^{N_c-1}(y-e^{i\theta_j})\), taken at \(y\to1\), gives \(\prod_{j=1}^{N_c-1}(1-e^{i\theta_j})=N_c\). Taking the squared modulus,

\[
\frac1{N_c}\sum_{j=1}^{N_c-1}\ln(2-2\cos\theta_j)
=\frac{2\ln N_c}{N_c}\longrightarrow0 .
\]

Only the springs remain. Let A have two formula units per cell, with springs 10, 8, 9, 12, 7 and 9 N/m, and let B have one, with springs 8, 7 and 6 N/m. Then

\[
L=\tfrac12\left[\tfrac12\ln(10\cdot8\cdot9\cdot12\cdot7\cdot9)
-\ln(8\cdot7\cdot6)\right]=0.3933 .
\]

The inner factor \(\frac12\) converts A's cell to one formula unit; the outer one comes from \(\omega=\sqrt{\omega^2}\).

**Finite ring.** Direct diagonalization of rings with 40 and 80 units gives 0.3901 and 0.3917. The distance from the limit halves, as tested. For 80 units, a Bloch sum over the two different primitive cells agrees with the direct result. So does a ring in which the masses 180, 16 and 16 u are replaced by 90, 40 and 25 u.

The mass cancellation holds here even at finite size, for a reason. The product of the nonzero eigenvalues of \(D\) is the sum of its principal minors with one row and the matching column removed. Removing atom \(i\) leaves \(C_i m_i/\prod_l m_l\), where \(C_i\) is the corresponding minor of \(\Phi\). A uniform displacement costs no energy, so \(\Phi\) gives zero when applied to the uniform vector, and \(\det\Phi=0\). The adjugate matrix then satisfies \(\Phi\,{\rm adj}\,\Phi=(\det\Phi)I=0\). In a connected ring only uniform displacements cost no energy, so every column of the adjugate is a multiple of the uniform vector. Since the adjugate is also symmetric, all its entries are equal. Its diagonal entries are the \(C_i\), which therefore equal one number \(C\). The product is therefore \(CM/\prod_l m_l\), and its mass factors are the same in A and B.

## Restoring quantum mechanics

Now return to the nine bands and the missing zero-point energy. An oscillator has levels \(h\nu(n+\frac12)\). With \(x=h\nu/kT\), the geometric series gives

\[
Z=\sum_{n=0}^{\infty}e^{-x(n+1/2)}
=\frac{e^{-x/2}}{1-e^{-x}}=\frac1{2\sinh(x/2)} .
\]

Its free energy is

\[
-kT\ln Z=\frac{h\nu}{2}+kT\ln(1-e^{-x}).
\]

The first term is the zero-point energy. For small \(x\), expand the second:

\[
1-e^{-x}=x\left(1-\frac x2+\frac{x^2}{6}-\cdots\right),
\]

\[
\ln(1-e^{-x})=\ln x-\frac x2+\left(\frac16-\frac18\right)x^2+\cdots
=\ln x-\frac x2+\frac{x^2}{24}+\cdots .
\]

The term \(-kT\,x/2=-h\nu/2\) cancels the zero-point energy. What remains is the classical logarithm and a correction of second order in \(h\). This is the answer to the opening question: at high temperature the thermal part of the free energy already contains the opposite of the zero-point term. Adding zero-point energy to \(\Delta E\) while keeping the classical logarithm counts one half of a cancelling pair.

Define \(Q=\sum_s(\nu_{B,s}^2-\nu_{A,s}^2)\). To this order,

\[
\Delta F=\Delta E-kTL+\frac{h^2Q}{24kT}.
\]

Put \(T=T_0+\delta\) and keep the first order in the small shift. Since \(\Delta E-kT_0L=0\),

\[
-kL\delta+\frac{h^2Q}{24kT_0}=0,
\qquad
\delta=\frac{h^2Q}{24k^2LT_0}=\frac{h^2Q}{24k\,\Delta E},
\]

where the last step uses \(kLT_0=\Delta E\). For the example \(Q=-44\) THz\(^2\), so

\[
\delta=\frac{(4.1357)^2(-44)}{24(0.086173)(100)}\ \text{K}=-3.6\ \text{K}.
\]

Solving the full quantum condition gives \(-3.7\) K. The expansion is reasonable because the largest \(x=h\nu/kT_0\) is 0.64. The next term of the series, \(-x^4/2880\), is then smaller than \(10^{-4}\) in size, against 0.017 for the term \(x^2/24\) that was kept. The shift is also reduced by cancellation between modes: mode 9 adds \(22^2-21^2=43\) THz\(^2\) to \(Q\), against \(-87\) THz\(^2\) from the others.

**Two limits.** Halving Planck's constant in the quantum calculation reduces the shift by a factor of four, within the tested 1%. Reducing it a hundredfold brings the crossing back to 1645.17 K, the classical value. In the opposite limit, \(T\to0\), the factor \(\ln(1-e^{-x})\) vanishes for these nonzero frequencies and \(\Delta F\) tends to \(100-8.3=91.7\) meV. The zero-point difference is fully present there, where the classical formula does not apply. The condition for \(T_0\) is therefore \(h\nu\ll kT_0\) for the modes that differ between the phases. Multiplying every frequency by \(c\) leaves \(L\) and \(T_0\) unchanged but multiplies the leading shift by \(c^2\), giving \(-91\) K for \(c=5\), and the zero-point difference by \(c\). Beyond \(c\approx12\) that difference exceeds \(\Delta E\) in size, and B is already the lower phase at absolute zero. For stiff modes of light atoms the full quantum expression is needed.

The correction to the latent heat follows from \(U=F-T\,dF/dT\). A term \(a/T\) in \(F\) becomes \(2a/T\) in \(U\), so \(\Delta U\approx\Delta E+h^2Q/(12kT)\). This lowers the latent heat by about 0.4 meV, in agreement with the computed 99.6 meV.

## How firmly is the temperature fixed?

Taking the logarithm of \(T_0=\Delta E/kL\) and differentiating gives

\[
\frac{\delta T_0}{T_0}=\frac{\delta(\Delta E)}{\Delta E}-\frac{\delta L}{L}.
\]

An error of 10 meV in \(\Delta E\) is 10% of the gap and moves \(T_0\) by about 165 K. Frequency errors can matter as much. If every B frequency is 1% lower, each of the nine ratios grows by the factor \(1/0.99\), and

\[
L'=L-9\ln0.99=0.796,\qquad
T_0'=\frac{1160.45\ \text{K}}{0.79582}=1458\ \text{K}.
\]

A uniform 1% change in one phase thus lowers \(T_0\) by 11%, or 187 K. The small errors add nine times, while \(L\) itself is a modest difference between two spectra. A common scale error in both phases cancels in \(L\), and so in \(T_0\). For a real pair of polymorphs, both spectra should therefore be computed at the same level of theory and with converged zone averages.

The quantum shift of 4 K is far smaller than either of these uncertainties. It is a correction within the harmonic model and does not measure the accuracy of that model. If frequencies change appreciably with volume or with vibrational amplitude, \(\Delta E\) and \(L\) no longer suffice as fixed numbers. In real solids near 1600 K the volume effect is not small. With a Grüneisen parameter \(\gamma=-d\ln\nu/d\ln V\), a fixed cell of volume \(V\) per unit carries the thermal pressure \(9\gamma kT/V\), and letting it expand lowers \(F\) by about \((9\gamma kT)^2/(2B_0V)\), where \(B_0\) is the bulk modulus. For \(\gamma=1.5\), \(V=35\) Å\(^3\) and \(B_0=200\) GPa these are about 9 GPa and 42 meV at \(T_0\). The term cancels only if it is equal in both phases; a 10% difference in \(\gamma\) moves the crossing by more than 100 K.

The formula fails outright if either structure has an imaginary frequency. The quadratic potential then falls along that coordinate, the Gaussian integral diverges, and no harmonic free energy exists. A high-symmetry polymorph stabilized by large anharmonic motion needs a treatment that includes that motion; deleting the unstable mode would also spoil the equal mode count on which the cancellation of \(h\) and \(kT\) rests.

The numerical output below gives the main values with more digits.

## Numbers as computed

```
MODEL INPUT AND MODE LOGARITHMS (per formula unit)
Static energy difference dE = 100.0 meV
Boltzmann constant = 0.0861733 meV/K
Planck constant = 4.135668 meV/THz
Mode 1: nu_A = 4.0 THz, nu_B = 3.0 THz, ln(nu_A/nu_B) = +0.28768
Mode 2: nu_A = 5.0 THz, nu_B = 4.5 THz, ln(nu_A/nu_B) = +0.10536
Mode 3: nu_A = 6.0 THz, nu_B = 5.5 THz, ln(nu_A/nu_B) = +0.08701
Mode 4: nu_A = 8.0 THz, nu_B = 7.5 THz, ln(nu_A/nu_B) = +0.06454
Mode 5: nu_A = 10.0 THz, nu_B = 9.5 THz, ln(nu_A/nu_B) = +0.05129
Mode 6: nu_A = 12.0 THz, nu_B = 11.0 THz, ln(nu_A/nu_B) = +0.08701
Mode 7: nu_A = 15.0 THz, nu_B = 14.0 THz, ln(nu_A/nu_B) = +0.06899
Mode 8: nu_A = 18.0 THz, nu_B = 18.0 THz, ln(nu_A/nu_B) = +0.00000
Mode 9: nu_A = 21.0 THz, nu_B = 22.0 THz, ln(nu_A/nu_B) = -0.04652
Summed logarithm L = 0.70537 (dimensionless)
dE/k = 1160.45 K
Classical coexistence temperature T0 = 1645.17 K
T0 in Celsius = 1372.0 deg C
FREE-ENERGY DIFFERENCE F_B - F_A
T = 300 K: classical +81.765 meV, quantum +80.486 meV
T = 1000 K: classical +39.216 meV, quantum +38.849 meV
T = 1500 K: classical +8.824 meV, quantum +8.580 meV
T = 2000 K: classical -21.568 meV, quantum -21.750 meV
QUANTUM CORRECTION
Largest h nu/(k T0) = 0.642
Sum(nu_B^2 - nu_A^2) = -44.00 THz^2
Quantum harmonic crossing = 1641.51 K
Shift from T0, root finding = -3.657 K
Shift from T0, leading formula = -3.639 K
Crossing with h reduced 100 times = 1645.1671 K
Zero-point difference B - A = -8.271 meV
False T from adding zero-point energy = 1509.09 K
TRANSITION HEAT AND SENSITIVITY
Classical entropy jump k L = 0.06078 meV/K
Classical latent heat = 100.000 meV
Quantum harmonic latent heat = 99.554 meV
L with all B modes 1% softer = 0.79582
T0 with all B modes 1% softer = 1458.18 K
Relative change of T0 = -11.37 %
CHAIN TEST (one polarization, L per formula unit)
Springs A, two units per cell (N/m): 10.0 8.0 9.0 12.0 7.0 9.0
Springs B, one unit per cell (N/m): 8.0 7.0 6.0
First mass set M, X, X (u): 180.0 16.0 16.0
Second mass set M, X, X (u): 90.0 40.0 25.0
Ring of 40 units, first masses: L = 0.390080
Ring of 80 units, first masses: L = 0.391674
Ring of 80 units, second masses: L = 0.391674
Bloch sum for 80 units: L = 0.391674
Bloch sum for 4000 units: L = 0.393236
Force-constant formula, infinite chain: L = 0.393268
```
